**Thermal stall of a hydride bed fed with hydrogen at constant pressure**

The program tests the stall temperature $T^*=\Delta H/(\Delta S+R\ln(p/p_0))$, where $\Delta H$ and $\Delta S$ are the enthalpy and entropy of absorption per mole of H₂, $p$ is the feed pressure and $p_0$ is 1 bar. It asserts that the van 't Hoff plateau pressure agrees with a minimum of the Helmholtz energy in a closed vessel, and that the adiabatic stall agrees with a maximum of the total entropy. Time integration asserts the same stall for two rate laws, an approach to it from a hotter start, and complete filling without a stall when the heat capacity is large enough. For weak cooling, it asserts the formulas for the temperature lag, the uptake rate and the filling time within 1 to 2%. The output gives $T^*=330.2$ K at 10 bar, with the insulated bed 7.7% full. In still air the example bed needs 7.5 h to reach 90% filling, against 97.5 s for an isothermal bed at 298 K. The program also sizes neglected effects from rough inputs; the largest shift of $T^*$ among them is −8.8 K, from hysteresis or plateau slope.

## Numerical check

```python
"""
Result under test: a metal hydride bed fed with H2 at constant pressure p warms
by its own heat of absorption and stalls at
    T_stall = dH / (dS + R ln(p/p0)),
where its plateau pressure equals p. Without cooling, uptake stops there; with
weak cooling it continues only as fast as heat leaves the bed.

Symbols: dH, dS  enthalpy and entropy of absorption per mol H2 (both negative)
         p0      standard pressure, 1 bar
         x       filled fraction of the bed
         N, C    capacity (mol H2/kg) and heat capacity (J/(kg K)) of the bed
         UA      heat loss per kelvin above the surroundings, W/K per kg of bed
         k       rate constant in dx/dt = k (1-x) ln(p/p_eq)
"""
import numpy as np
from scipy.constants import R, bar, zero_Celsius
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

# Thermodynamic data and feed
dH, dS = -30e3, -110.0
p_feed = 10.0                      # bar; p0 = 1 bar
# Round bed parameters, rough regime of AB5-type intermetallic hydrides
N, C, k = 7.0, 500.0, 0.02
T_start = 298.0                    # also the temperature of the surroundings
radius, density = 0.025, 4000.0    # m, kg/m^3
h_air, k_bed = 10.0, 1.0           # W/(m^2 K), W/(m K)
length = 1.0 / (density * np.pi * radius**2)       # for one kilogram
UA = h_air * 2 * np.pi * radius * length           # side area only


def plateau_pressure(T):
    return np.exp(dH / (R * T) - dS / R)


def stall_temperature(p, enthalpy=dH, entropy=dS):
    return enthalpy / (entropy + R * np.log(p))


T_stall = stall_temperature(p_feed)


# Plateau pressure from the minimum Helmholtz energy of a closed vessel
def vessel_pressure(T, volume=1e-3, n_total=2.0):
    def helmholtz(n_gas):
        gas = n_gas * (np.log(n_gas * R * T / (volume * bar)) - 1)
        solid = (n_total - n_gas) * (dH - T * dS) / (R * T)
        return gas + solid
    best = minimize_scalar(helmholtz, bounds=(1e-6, n_total),
                           method="bounded", options={"xatol": 1e-10})
    return best.x * R * T / (volume * bar)


for T in (T_start, 350.0):
    assert abs(vessel_pressure(T) / plateau_pressure(T) - 1) < 1e-5
p_at_stall = vessel_pressure(T_stall)
assert abs(p_at_stall / p_feed - 1) < 1e-5


# Adiabatic stall from the maximum of total entropy at constant enthalpy
def minus_entropy(x):
    warming = C * np.log1p(N * abs(dH) * x / (C * T_start))
    return -(warming + N * x * (dS + R * np.log(p_feed)))


x_entropy = minimize_scalar(minus_entropy, bounds=(0, 1), method="bounded",
                            options={"xatol": 1e-10}).x
T_entropy = T_start + N * abs(dH) * x_entropy / C
x_stall = C * (T_stall - T_start) / (N * abs(dH))
assert abs(T_entropy - T_stall) < 1e-2
assert abs(x_entropy - x_stall) < 1e-4


# Time integration of bed temperature and filling
def log_drive(T):
    return np.log(p_feed / plateau_pressure(T))


def linear_drive(T):
    return p_feed / plateau_pressure(T) - 1


def filling_rate(T, x, drive=log_drive):
    force = drive(T)
    return k * force * ((1 - x) if force > 0 else x)


def simulate(loss, t_end, heat_cap=C, T0=T_start, x0=0.0, drive=log_drive):
    def slopes(t, y):
        rate = filling_rate(y[0], y[1], drive)
        heating = N * abs(dH) * rate - loss * (y[0] - T_start)
        return [heating / heat_cap, rate]
    events = [lambda t, y: y[1] - 0.5, lambda t, y: y[1] - 0.9]
    run = solve_ivp(slopes, (0, t_end), [T0, x0], method="Radau",
                    rtol=1e-8, atol=1e-10, events=events)
    assert run.success
    return run


# Without cooling: same end state for two rate laws, and from above
for drive in (log_drive, linear_drive):
    run = simulate(0.0, 2000.0, drive=drive)
    assert abs(run.y[0, -1] - T_stall) < 1e-3
    assert abs(run.y[1, -1] - x_stall) < 1e-5
hot = simulate(0.0, 2000.0, T0=345.0, x0=0.5)
assert abs(hot.y[0, -1] - T_stall) < 1e-3 and hot.y[1, -1] < 0.5

# Enough thermal ballast: the bed fills and never reaches the stall
C_ballast = 10000.0
ballast = simulate(0.0, 5000.0, heat_cap=C_ballast)
assert ballast.y[1, -1] > 0.999 and ballast.y[0, -1] < T_stall - 5

# Weak cooling: held temperature, held rate and filling time
weak = simulate(UA, 45000.0)
T_half, x_half = weak.y_events[0][0]
t90_weak = weak.t_events[1][0]
g = N * k * dH**2 / (R * T_stall**2 * UA)
lag_formula = (T_stall - T_start) / (1 + g * (1 - x_half))
lag_simulated = T_stall - T_half
assert abs(lag_simulated / lag_formula - 1) < 0.02   # linearized formula
held_rate = UA * (T_stall - T_start) / abs(dH)
rate_simulated = N * filling_rate(T_half, x_half)
assert abs(rate_simulated / held_rate - 1) < 0.01    # small lag neglected
t90_formula = N * abs(dH) * (0.9 - x_stall) / (UA * (T_stall - T_start))
assert abs(t90_weak / t90_formula - 1) < 0.02        # small lag neglected
initial_rate = N * filling_rate(T_start, 0.0)

# Strong cooling: nearly isothermal filling, far below the stall
t90_isothermal = np.log(10) / (k * log_drive(T_start))
ideal = simulate(1e6, 400.0)
assert abs(ideal.t_events[1][0] / t90_isothermal - 1) < 0.01
UA_strong = 1000.0
strong = simulate(UA_strong, 600.0)
T_peak_strong = strong.y[0].max()
assert T_peak_strong < T_stall - 20 and strong.y[1, -1] > 0.99

# Sensitivity to pressure
slope_formula = R * T_stall**2 / abs(dH)
step = 1e-4
slope_numeric = (stall_temperature(p_feed * np.exp(step))
                 - stall_temperature(p_feed * np.exp(-step))) / (2 * step)
assert abs(slope_numeric / slope_formula - 1) < 1e-6

# Sizes of neglected effects, from rough typical inputs
log_offset = 0.3          # hysteresis or plateau slope, in ln p
shift_offset = stall_temperature(p_feed * np.exp(-log_offset)) - T_stall
B_virial = 15e-6          # second virial coefficient of H2, m^3/mol


def real_gas_balance(T):
    log_fugacity = np.log(p_feed) + B_virial * p_feed * bar / (R * T)
    return dH - T * dS - R * T * log_fugacity


shift_gas = brentq(real_gas_balance, 250, 420) - T_stall
dCp = 10.0                # heat-capacity change of reaction, J/(mol K)


def heat_capacity_balance(T):
    enthalpy = dH + dCp * (T - T_start)
    entropy = dS + dCp * np.log(T / T_start)
    return enthalpy - T * entropy - R * T * np.log(p_feed)


shift_dCp = brentq(heat_capacity_balance, 250, 420) - T_stall
gas_heat_share = 3.5 * R * (T_stall - T_start) / abs(dH)
C_wall = 250.0            # vessel wall per kg of bed, J/K
x_with_wall = simulate(0.0, 2000.0, heat_cap=C + C_wall).y[1, -1]

# Filled outer shell: extra thermal resistance, averaged over the filling
f_end = (0.9 - x_stall) / (1 - x_stall)


def shell_resistance(f):
    front = radius * np.sqrt(1 - f)
    return quad(lambda r: 1 / (2 * np.pi * k_bed * length * r),
                front, radius)[0]


mean_shell = quad(shell_resistance, 0, f_end)[0] / f_end
shell_closed = ((f_end + (1 - f_end) * np.log(1 - f_end))
                / (f_end * 4 * np.pi * k_bed * length))
assert abs(mean_shell / shell_closed - 1) < 1e-6
extra_time = UA * mean_shell


def show(label, value, unit="", fmt=".2f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("Absorption enthalpy", dH / 1e3, "kJ/mol H2", ".1f")
show("Absorption entropy", dS, "J/(mol K)", ".1f")
show("Feed pressure", p_feed, "bar", ".1f")
show("R ln(p/p0)", R * np.log(p_feed), "J/(mol K)", ".3f")
show("dS + R ln(p/p0)", dS + R * np.log(p_feed), "J/(mol K)", ".3f")
show("Stall temperature", T_stall, "K")
show("Stall temperature, converted", T_stall - zero_Celsius, "deg C", ".1f")
show("Stall temperature from entropy maximum", T_entropy, "K")
show("Start and surroundings temperature", T_start, "K", ".1f")
show("Plateau pressure at start", plateau_pressure(T_start), "bar")
show("Plateau pressure at 350 K", plateau_pressure(350.0), "bar")
show("Vessel pressure at stall, energy minimum", p_at_stall, "bar", ".4f")
show("Bed capacity", N, "mol H2/kg", ".1f")
show("Bed heat capacity", C, "J/(kg K)", ".0f")
show("Full adiabatic temperature rise", N * abs(dH) / C, "K", ".0f")
show("Filled fraction at adiabatic stall", x_stall, "", ".4f")
show("Hot start at 345 K, x = 0.5: final T", hot.y[0, -1], "K")
show("Hot start: final filled fraction", hot.y[1, -1], "", ".4f")
show("Ballast case heat capacity", C_ballast, "J/K per kg bed", ".0f")
show("Ballast case final temperature", ballast.y[0, -1], "K")
show("Ballast case final filled fraction", ballast.y[1, -1], "", ".4f")
show("Rate constant k", k, "1/s", ".3f")
show("Bed radius", radius * 100, "cm", ".1f")
show("Bed density", density, "kg/m^3", ".0f")
show("Bed length for 1 kg", length * 100, "cm", ".2f")
show("Air-side heat transfer coefficient", h_air, "W/(m^2 K)", ".1f")
show("Heat loss coefficient UA", UA, "W/K per kg", ".3f")
show("Cooling ratio g", g, "", ".1f")
show("Lag below stall at x = 0.5, simulated", lag_simulated, "K", ".4f")
show("Lag below stall at x = 0.5, formula", lag_formula, "K", ".4f")
show("Initial uptake rate", initial_rate, "mol/(s kg)", ".4f")
show("Held uptake rate, formula", held_rate, "mol/(s kg)", ".3e")
show("Held uptake rate, simulated", rate_simulated, "mol/(s kg)", ".3e")
show("Initial rate / held rate", initial_rate / held_rate, "", ".0f")
show("Time to 90%, isothermal bed", t90_isothermal, "s", ".1f")
show("Time to 90%, poorly cooled, simulated", t90_weak / 3600, "h", ".3f")
show("Time to 90%, poorly cooled, formula", t90_formula / 3600, "h", ".3f")
show("Strong cooling UA", UA_strong, "W/K per kg", ".0f")
show("Strong cooling peak temperature", T_peak_strong, "K")
show("dT_stall/d ln p", slope_formula, "K", ".2f")
show("Stall temperature at 20 bar", stall_temperature(20.0), "K")
show("Shift if |dH| is 1 kJ/mol larger",
     stall_temperature(p_feed, enthalpy=dH - 1e3) - T_stall, "K")
show("Shift if |dS| is 1 J/(mol K) larger",
     stall_temperature(p_feed, entropy=dS - 1) - T_stall, "K")
show("Rough hysteresis or slope in ln p", log_offset, "", ".2f")
show("Shift from hysteresis or slope", shift_offset, "K")
show("Rough second virial coefficient", B_virial * 1e6, "cm^3/mol", ".0f")
show("Shift from gas non-ideality", shift_gas, "K")
show("Rough heat-capacity change", dCp, "J/(mol K)", ".0f")
show("Shift from heat-capacity change", shift_dCp, "K")
show("Feed-gas warming / reaction heat", 100 * gas_heat_share, "%", ".1f")
show("Rough wall heat capacity", C_wall, "J/K per kg bed", ".0f")
show("Filled fraction at stall with wall", x_with_wall, "", ".4f")
show("Rough bed conductivity", k_bed, "W/(m K)", ".1f")
show("Extra filling time from filled shell", 100 * extra_time, "%", ".1f")
print("ALL CHECKS PASSED")
```

It prints:

```
Absorption enthalpy: -30.0 kJ/mol H2
Absorption entropy: -110.0 J/(mol K)
Feed pressure: 10.0 bar
R ln(p/p0): 19.145 J/(mol K)
dS + R ln(p/p0): -90.855 J/(mol K)
Stall temperature: 330.20 K
Stall temperature, converted: 57.0 deg C
Stall temperature from entropy maximum: 330.20 K
Start and surroundings temperature: 298.0 K
Plateau pressure at start: 3.07 bar
Plateau pressure at 350 K: 18.56 bar
Vessel pressure at stall, energy minimum: 10.0000 bar
Bed capacity: 7.0 mol H2/kg
Bed heat capacity: 500 J/(kg K)
Full adiabatic temperature rise: 420 K
Filled fraction at adiabatic stall: 0.0767
Hot start at 345 K, x = 0.5: final T: 330.20 K
Hot start: final filled fraction: 0.4648
Ballast case heat capacity: 10000 J/K per kg bed
Ballast case final temperature: 319.00 K
Ballast case final filled fraction: 1.0000
Rate constant k: 0.020 1/s
Bed radius: 2.5 cm
Bed density: 4000 kg/m^3
Bed length for 1 kg: 12.73 cm
Air-side heat transfer coefficient: 10.0 W/(m^2 K)
Heat loss coefficient UA: 0.200 W/K per kg
Cooling ratio g: 695.0
Lag below stall at x = 0.5, simulated: 0.0923 K
Lag below stall at x = 0.5, formula: 0.0924 K
Initial uptake rate: 0.1653 mol/(s kg)
Held uptake rate, formula: 2.146e-04 mol/(s kg)
Held uptake rate, simulated: 2.139e-04 mol/(s kg)
Initial rate / held rate: 770
Time to 90%, isothermal bed: 97.5 s
Time to 90%, poorly cooled, simulated: 7.499 h
Time to 90%, poorly cooled, formula: 7.459 h
Strong cooling UA: 1000 W/K per kg
Strong cooling peak temperature: 302.09 K
dT_stall/d ln p: 30.22 K
Stall temperature at 20 bar: 352.56 K
Shift if |dH| is 1 kJ/mol larger: 11.01 K
Shift if |dS| is 1 J/(mol K) larger: -3.59 K
Rough hysteresis or slope in ln p: 0.30
Shift from hysteresis or slope: -8.82 K
Rough second virial coefficient: 15 cm^3/mol
Shift from gas non-ideality: 0.17 K
Rough heat-capacity change: 10 J/(mol K)
Shift from heat-capacity change: 0.19 K
Feed-gas warming / reaction heat: 3.1 %
Rough wall heat capacity: 250 J/K per kg bed
Filled fraction at stall with wall: 0.1150
Rough bed conductivity: 1.0 W/(m K)
Extra filling time from filled shell: 9.1 %
ALL CHECKS PASSED
```
